**Half-voltage time of an isolated gate under ohmic and Fowler–Nordheim leakage**

A gate of capacitance C, charged to V0 with initial leakage current I0, falls to V0/2 in τ ln 2 for a constant conductance and in τ(eᵇ − 1)/b for the tunnelling law I = KV² exp(−B/V), where τ = CV0/I0 and b = B/V0. The program asserts both closed forms against direct quadrature of C dV/I(V), and the tunnelling discharge curve against a stiff integration of the discharge equation. It also asserts the barrier exponent against a numerical WKB action, and requires the time from a current summed over electron energies to agree with the closed form within 5%. For 1 fF, 8 V, 8 nm, a 3 eV barrier and 1 pA, the output gives 9.2 × 10⁻⁵ min for the conductance and 4.2 × 10⁵ min for tunnelling. If the two laws are matched at the final current instead, tunnelling is the faster discharge, by a factor of about 35. At 300 K, with the same initial current, the tunnelling time falls to 0.55 of its zero-temperature value. A parallel ohmic path of 2.7 × 10⁻²³ S reduces the closed-form tunnelling time to about a tenth.

## Numerical check

```python
"""
Half-voltage time of an isolated gate, C dV/dt = -I(V), from V0 to V0/2.
Results under test, with tau = C V0 / I0 and I0 the initial leakage current:
  constant conductance I = G V:             t = tau ln 2
  Fowler-Nordheim I = K V^2 exp(-B/V):      t = tau (exp(b) - 1) / b,  b = B/V0
  B = 4 sqrt(2 m) phi^(3/2) d / (3 hbar e)
phi: barrier height, m: tunnelling mass, d: oxide thickness, V: oxide voltage.
The closed forms are compared with quadrature, with integration of the
discharge equation, and with a WKB current summed over electron energies.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

e, hbar = const.e, const.hbar
capacitance = 1e-15          # F
V0 = 8.0                     # V
thickness = 8e-9             # m
phi_eV = 3.0                 # eV
mass = 0.5 * const.m_e       # kg
I0 = 1e-12                   # A
minute = const.minute


def barrier_voltage(height_eV):
    """B in volts for a triangular barrier."""
    return (4 * np.sqrt(2 * mass) * (height_eV * e) ** 1.5 * thickness
            / (3 * hbar * e))


B = barrier_voltage(phi_eV)
b = B / V0
tau = capacitance * V0 / I0
G = I0 / V0
t_lin = tau * np.log(2)
t_fn = tau * np.expm1(b) / b


def current_fn(V):
    return I0 * (V / V0) ** 2 * np.exp(-B / V + b)


def voltage_fn(t):
    return V0 * b / (b + np.log1p(b * t / tau))


# Direct quadrature of C dV / I(V)
nodes, weights = np.polynomial.legendre.leggauss(80)


def half_time(current):
    V = 0.75 * V0 + 0.25 * V0 * nodes
    values = np.array([current(v) for v in V])
    return capacitance * 0.25 * V0 * np.sum(weights / values)


assert abs(half_time(lambda V: G * V) / t_lin - 1) < 1e-10
assert abs(half_time(current_fn) / t_fn - 1) < 1e-8

# Stiff integration of the discharge equation in y = V/V0, s = t/tau
t_three_quarters = tau * np.expm1(b / 3) / b
sample_times = np.array([t_three_quarters, 0.5 * t_fn, t_fn])
solution = solve_ivp(lambda s, y: -current_fn(V0 * y) / I0,
                     (0, t_fn / tau), [1.0], method="Radau",
                     t_eval=sample_times / tau, rtol=1e-8, atol=1e-10)
assert solution.success
assert np.allclose(solution.y[0], [0.75, voltage_fn(0.5 * t_fn) / V0, 0.5],
                   rtol=0, atol=1e-5)
assert np.allclose(solution.y[0], voltage_fn(sample_times) / V0,
                   rtol=0, atol=1e-5)

# WKB action by quadrature through the oxide, for depth eps below Fermi level
x40, w40 = np.polynomial.legendre.leggauss(40)
s_nodes, s_weights = 0.5 * (x40 + 1), 0.5 * w40


def wkb_action(V, depth_eV):
    height = phi_eV + np.atleast_1d(depth_eV)
    length = np.minimum(thickness, height * thickness / V)
    x = length[:, None] * (1 - s_nodes ** 2)
    local = np.maximum(height[:, None] - V * x / thickness, 0)
    kappa = np.sqrt(2 * mass * e * local) / hbar
    return 2 * np.sum(kappa * 2 * length[:, None] * s_nodes * s_weights, axis=1)


for V in (V0, V0 / 2):
    assert abs(wkb_action(V, 0.0)[0] / (B / V) - 1) < 1e-9

# Sum over normal energies, without linearizing the action
depth = np.linspace(-2.5, 2.5, 8001)


def summed_current(V, temperature):
    if temperature == 0:
        supply = np.maximum(depth, 0)
    else:
        kT = const.k * temperature / e
        supply = kT * np.logaddexp(0, depth / kT)
    integrand = supply * np.exp(-wkb_action(V, depth))
    return np.sum(integrand) * (depth[1] - depth[0])


def summed_half_time(temperature):
    start = summed_current(V0, temperature)
    return half_time(lambda V: I0 * summed_current(V, temperature) / start)


t_cold = summed_half_time(0)
t_warm = summed_half_time(300)
# Curvature of the action is a correction of relative order V/B
assert abs(t_cold / t_fn - 1) < 0.05
assert t_warm < t_cold

# Final current, quick estimate, and matching at the final current
I_half = current_fn(V0 / 2)
v_half = (V0 / 2) ** 2 / B
t_quick = capacitance * v_half / I_half
assert abs(t_quick / half_time(current_fn) - 1) < 1e-6
step = 1e-4
log_slope = (np.log(current_fn(V0 / 2 + step) / (V0 / 2 + step) ** 2)
             - np.log(current_fn(V0 / 2 - step) / (V0 / 2 - step) ** 2)) / (2 * step)
assert abs(log_slope * v_half - 1) < 1e-6
G_end = I_half / (V0 / 2)
t_lin_end = half_time(lambda V: G_end * V)
ratio_end = -np.expm1(-b) / (2 * b * np.log(2))
assert abs(half_time(current_fn) / t_lin_end / ratio_end - 1) < 1e-8
assert t_lin < t_fn < t_lin_end

# Ohmic path whose own half-voltage time equals the tunnelling time
G_cross = capacitance * np.log(2) / t_fn
t_parallel = half_time(lambda V: current_fn(V) + G_cross * V)
assert abs(half_time(lambda V: G_cross * V) / t_fn - 1) < 1e-8
assert t_parallel < t_fn

# Barrier raised by 0.1 eV at the same initial current
B_high = barrier_voltage(phi_eV + 0.1)
t_high = half_time(lambda V: I0 * (V / V0) ** 2 * np.exp(B_high / V0 - B_high / V))
b_high = B_high / V0
assert abs(t_high / (tau * np.expm1(b_high) / b_high) - 1) < 1e-8

# The triangular barrier must survive to the final voltage
assert V0 / 2 > phi_eV
electrons_lost = capacitance * V0 / 2 / e
width_start = hbar * e * (V0 / thickness) / (2 * np.sqrt(2 * mass * phi_eV * e)) / e
slope = (wkb_action(V0, 1e-3)[0] - wkb_action(V0, -1e-3)[0]) / 2e-3
assert abs(slope * width_start - 1) < 1e-5

print(f"capacitance C = {capacitance * 1e15:.1f} fF")
print(f"initial voltage V0 = {V0:.1f} V")
print(f"oxide thickness d = {thickness * 1e9:.1f} nm")
print(f"barrier height phi = {phi_eV:.1f} eV")
print(f"tunnelling mass m = {mass / const.m_e:.2f} electron masses")
print(f"initial current I0 = {I0 * 1e12:.1f} pA")
print(f"initial field = {V0 / thickness * 1e-9:.2f} V/nm")
print(f"final field = {V0 / 2 / thickness * 1e-9:.2f} V/nm")
print(f"energy width w at V0 = {width_start:.4f} eV")
print(f"barrier voltage B = {B:.2f} V")
print(f"exponent b = B/V0 = {b:.3f} (dimensionless)")
print(f"time scale tau = C V0/I0 = {tau:.3e} s")
print(f"conductance matched at start G = {G:.3e} S")
print(f"half-voltage time, constant conductance = {t_lin:.3e} s")
print(f"half-voltage time, constant conductance = {t_lin / minute:.3e} min")
print(f"half-voltage time, tunnelling = {t_fn:.3e} s")
print(f"half-voltage time, tunnelling = {t_fn / minute:.3e} min")
print(f"half-voltage time, tunnelling = {t_fn / const.day:.1f} days")
print(f"ratio tunnelling/conductance, same I0 = {t_fn / t_lin:.3e}")
print(f"tunnelling: time to reach 0.75 V0 = {t_three_quarters / minute:.3e} min")
print(f"tunnelling: voltage at half of t_FN = {voltage_fn(t_fn / 2):.3f} V")
print(f"tunnelling current at V0/2 = {I_half:.3e} A")
print(f"electron rate at V0/2 = {I_half / e * minute:.3e} per min")
print(f"electrons lost from V0 to V0/2 = {electrons_lost:.0f}")
print(f"voltage scale v_h at V0/2 = {v_half:.4f} V")
print(f"quick estimate C v_h/I_h = {t_quick / minute:.3e} min")
print(f"conductance matched at end = {G_end:.3e} S")
print(f"its half-voltage time = {t_lin_end / minute:.3e} min")
print(f"ratio tunnelling/conductance, same final current = {t_fn / t_lin_end:.4f}")
print(f"summed WKB current, 0 K: time/closed form = {t_cold / t_fn:.4f}")
print(f"summed WKB current, 0 K: time = {t_cold / minute:.3e} min")
print(f"summed WKB current, 300 K: time = {t_warm / minute:.3e} min")
print(f"time ratio 300 K / 0 K, same I0 = {t_warm / t_cold:.3f}")
print(f"barrier +0.1 eV, same I0: time factor = {t_high / t_fn:.2f}")
print(f"crossover ohmic conductance = {G_cross:.3e} S")
print(f"time with that path in parallel = {t_parallel / minute:.3e} min")
print(f"parallel time / tunnelling time = {t_parallel / t_fn:.3f}")
print("all assertions hold")
```

Output:

```
capacitance C = 1.0 fF
initial voltage V0 = 8.0 V
oxide thickness d = 8.0 nm
barrier height phi = 3.0 eV
tunnelling mass m = 0.50 electron masses
initial current I0 = 1.0 pA
initial field = 1.00 V/nm
final field = 0.50 V/nm
energy width w at V0 = 0.0797 eV
barrier voltage B = 200.79 V
exponent b = B/V0 = 25.098 (dimensionless)
time scale tau = C V0/I0 = 8.000e-03 s
conductance matched at start G = 1.250e-13 S
half-voltage time, constant conductance = 5.545e-03 s
half-voltage time, constant conductance = 9.242e-05 min
half-voltage time, tunnelling = 2.532e+07 s
half-voltage time, tunnelling = 4.220e+05 min
half-voltage time, tunnelling = 293.1 days
ratio tunnelling/conductance, same I0 = 4.566e+09
tunnelling: time to reach 0.75 V0 = 2.283e-02 min
tunnelling: voltage at half of t_FN = 4.056 V
tunnelling current at V0/2 = 3.147e-24 A
electron rate at V0/2 = 1.179e-03 per min
electrons lost from V0 to V0/2 = 24966
voltage scale v_h at V0/2 = 0.0797 V
quick estimate C v_h/I_h = 4.220e+05 min
conductance matched at end = 7.867e-25 S
its half-voltage time = 1.468e+07 min
ratio tunnelling/conductance, same final current = 0.0287
summed WKB current, 0 K: time/closed form = 0.9823
summed WKB current, 0 K: time = 4.146e+05 min
summed WKB current, 300 K: time = 2.272e+05 min
time ratio 300 K / 0 K, same I0 = 0.548
barrier +0.1 eV, same I0: time factor = 3.37
crossover ohmic conductance = 2.737e-23 S
time with that path in parallel = 4.448e+04 min
parallel time / tunnelling time = 0.105
all assertions hold
```
